\section*{The People-Bean Thickness of a Strained Film and Its Meaning}

\section{Problem}

A crystalline film grows coherently on a thick substrate with the same elastic constants. Its in-plane lattice is forced to match the substrate, so both in-plane normal strains equal the misfit $f$, taken positive here. The People-Bean model compares the elastic energy stored in the film with the energy of a screw dislocation, and yields the implicit equation
\begin{equation}
h=A\ln\frac{h}{b},\qquad
A=\frac{1-\nu}{1+\nu}\,\frac{1}{16\pi\sqrt2}\,\frac{b^2}{a f^2},
\label{eq:pb}
\end{equation}
for the film thickness $h$. Here $a$ is the lattice parameter of the film, $b$ the length of the Burgers vector and $\nu$ the Poisson ratio. The logarithm is natural and $f$ is a fraction, so a misfit of 0.84 percent enters as $0.0084$.

Given $f=0.0084$, $a=5.54$ \AA, $b=4.00$ \AA\ and $\nu=0.28$:
\begin{enumerate}
\item Estimate $h$ by scaling.
\item Derive equation (\ref{eq:pb}), find all its roots and decide which one is physical.
\item Compare the estimate with the solution, and decide whether the result is the thickness at which relaxation first lowers the energy.
\end{enumerate}

The values are model parameters and stand for no particular material. The algebra may be read in atomic units, with energies in hartree and lengths in bohr. Equation (\ref{eq:pb}) contains just lengths and pure numbers, so it keeps its form when lengths are in angstrom.

\section{First estimate by scaling}

Let $G$ be the shear modulus. An elastic energy density is a modulus times a strain squared, so the film stores about $Gf^2h$ per area. A dislocation costs about $Gb^2$ per length. If this cost is spread over a strip about one lattice parameter wide, it becomes $Gb^2/a$ per area. Equating the two gives
\begin{equation}
Gf^2h\sim\frac{Gb^2}{a}
\quad\Longrightarrow\quad
h_{\rm s}\sim\frac{b^2}{a f^2}.
\end{equation}
With $b^2/a=2.8881$ \AA\ and $1/f^2=14172.3$,
\begin{equation}
h_{\rm s}\sim 2.8881\times14172.3\ \text{\AA}\approx4.1\times10^4\ \text{\AA}.
\end{equation}
The modulus has dropped out, and the thickness varies as $f^{-2}$. All numerical factors and the logarithm have been set to one, so the size is still uncertain.

\section{Exact solution of the model}

\subsection{Strain energy of the film}

Treat the film as linear, isotropic and free to relax along its normal. Let the in-plane strains be $\epsilon_1$ and $\epsilon_2$, with sum $S=\epsilon_1+\epsilon_2$, and let the normal strain be $\epsilon_z$. The energy density is
\begin{equation}
W=\frac{\lambda}{2}(S+\epsilon_z)^2
+G(\epsilon_1^2+\epsilon_2^2+\epsilon_z^2),
\qquad \lambda=\frac{2G\nu}{1-2\nu}.
\end{equation}
The free surface carries no normal stress, so $\partial W/\partial\epsilon_z=0$:
\begin{equation}
\lambda(S+\epsilon_z)+2G\epsilon_z=0
\quad\Longrightarrow\quad
\epsilon_z=-\frac{\lambda S}{\lambda+2G}=-\frac{\nu S}{1-\nu},
\end{equation}
because $\lambda+2G=2G(1-\nu)/(1-2\nu)$. Hence $S+\epsilon_z=S(1-2\nu)/(1-\nu)$, and
\begin{align}
W&=G\left[\frac{\nu(1-2\nu)S^2}{(1-\nu)^2}
+\frac{\nu^2S^2}{(1-\nu)^2}+\epsilon_1^2+\epsilon_2^2\right]\nonumber\\
&=G\left[\epsilon_1^2+\epsilon_2^2+\frac{\nu}{1-\nu}(\epsilon_1+\epsilon_2)^2\right],
\label{eq:w}
\end{align}
since $\nu(1-2\nu)+\nu^2=\nu(1-\nu)$. For the coherent film $\epsilon_1=\epsilon_2=f$, and
\begin{equation}
W=2Gf^2\left(1+\frac{2\nu}{1-\nu}\right)=Bf^2,
\qquad B=2G\,\frac{1+\nu}{1-\nu}.
\end{equation}
The energy per area is therefore $Bhf^2$.

\subsection{Energy of the dislocation}

Around a straight screw dislocation the displacement along the line rises by $b$ in one turn: $u=b\theta/(2\pi)$. The shear strain is $\gamma=(1/r)\,\partial u/\partial\theta=b/(2\pi r)$ and the energy density is $G\gamma^2/2$. The continuum field fails in the core and is cut off at $r=b$. The outer radius is set to $h$, the distance from the interface to the free surface. Half of the circle lies in the substrate, so the single modulus $G$ relies on film and substrate being equally stiff. Then
\begin{equation}
E_{\rm line}=\int_b^h\frac G2\left(\frac{b}{2\pi r}\right)^2 2\pi r\,dr
=\frac{Gb^2}{4\pi}\int_b^h\frac{dr}{r}
=\frac{Gb^2}{4\pi}\ln\frac hb .
\label{eq:line}
\end{equation}
The core cutoff is a convention. The outer one is correct as to order of magnitude: the image of the line in the free surface would replace $h$ by nearly $2h$ in the logarithm.

\subsection{The balance}

The model spreads this energy over a strip of width $w=2\sqrt2\,a$. This width is an assumption and does not follow from elasticity. Equating energies per area,
\begin{equation}
2G\,\frac{1+\nu}{1-\nu}\,hf^2
=\frac{1}{2\sqrt2\,a}\,\frac{Gb^2}{4\pi}\ln\frac hb
=\frac{Gb^2}{8\pi\sqrt2\,a}\ln\frac hb .
\label{eq:balance}
\end{equation}
Division by $2Gf^2(1+\nu)/(1-\nu)$ cancels $G$, turns $8\pi\sqrt2$ into $16\pi\sqrt2$, and gives equation (\ref{eq:pb}).

\subsection{Number of roots}

Define $g(h)=h-A\ln(h/b)$. Its derivatives are $g'=1-A/h$ and $g''=A/h^2>0$, so $g$ is convex, with its minimum at $h=A$:
\begin{equation}
g(A)=A\left(1-\ln\frac Ab\right).
\end{equation}
As $g$ tends to $+\infty$ both for $h\to0$ and for $h\to\infty$, there are two roots if $A>eb$ and none if $A<eb$. The data give
\begin{equation}
A=\frac{0.5625}{71.086}\times2.8881\ \text{\AA}\times14172.3=323.88\ \text{\AA},
\qquad \frac Ab=80.97,
\end{equation}
so there are two roots.

They can be written in closed form. From $h/A=\ln(h/b)$ follows $h=b\,e^{h/A}$, and multiplication by $-e^{-h/A}/A$ gives
\begin{equation}
-\frac hA\,e^{-h/A}=-\frac bA .
\end{equation}
The Lambert function $W_k$ solves $W_k(x)\,e^{W_k(x)}=x$, so $h=-A\,W_k(-b/A)$. The upper root has $h>A$, hence $-h/A<-1$, which selects the branch $k=-1$. The branch $k=0$ gives the lower root, $4.05$ \AA. There the outer radius in equation (\ref{eq:line}) exceeds the core radius by $0.05$ \AA, and a continuum energy has no meaning. This root is rejected.

\subsection{The physical root by iteration}

The map $h\to A\ln(h/b)$ needs nothing but a logarithm. Its slope at a root is $A/h$, which is the factor by which a small error is multiplied in each step. At the upper root this is $0.16$, so the iteration converges. At the lower root it is about $80$, so the iteration moves away. Starting from $1000$ \AA, the successive values in angstrom are
\begin{equation}
1788,\quad 1977,\quad 2009,\quad 2014,\quad 2015,\ \ldots
\end{equation}
The result is
\begin{equation}
h=2015\ \text{\AA}\approx 200\ \text{nm}.
\end{equation}

As a check, insert the root into both sides of the balance. With a round modulus $G=0.40$ eV/\AA$^3$, which does not affect $h$, the film energy is
\begin{equation}
Bhf^2=\frac{2\times0.40}{0.5625}\times\frac{2015.3}{14172.3}
=0.2022\ \text{eV/\AA}^2 .
\end{equation}
The line energy is $3.169$ eV/\AA. Divided by $w=15.67$ \AA, it also gives $0.2022$ eV/\AA$^2$. The numerical output below lists these values, with the root obtained from a direct balance of the two energies.

\section{Comparison of estimate and solution}

\subsection{Size}

The scaling estimate is about 20 times too large. Equation (\ref{eq:balance}) shows where the factor arises:
\begin{equation}
\frac{h_{\rm s}}{h}
=\frac{2(1+\nu)}{1-\nu}\times4\pi\times2\sqrt2\times\frac{1}{\ln(h/b)}
=\frac{3.56\times12.57\times2.83}{6.22}\approx20 .
\end{equation}
The first factor is the stiffness of a film strained in two directions, the second comes from the strain field of the line, and the third from the strip width. Each of them lowers $h$. The logarithm raises it, but by less.

\subsection{Dependence on misfit}

The estimate predicts $h\propto f^{-2}$. In the solution the logarithm also changes. Differentiating $h=A\ln(h/b)$,
\begin{equation}
dh=\ln\frac hb\,dA+\frac Ah\,dh
\quad\Longrightarrow\quad
\left(1-\frac Ah\right)\frac{dh}{h}=\frac{dA}{A},
\end{equation}
where $\ln(h/b)=h/A$ was used. As $dA/A=-2\,df/f$,
\begin{equation}
\frac{d\ln h}{d\ln f}=-\frac{2}{1-A/h}=-\frac{2}{1-1/\ln(h/b)}=-2.38 .
\end{equation}
The scaling exponent $-2$ is recovered for small misfit, where $\ln(h/b)$ is large, but the approach is slow.

This also shows how many digits are meaningful. Changing $f$ to $0.0083$ or $0.0085$ moves the thickness to $2074$ or $1959$ \AA, nearly 3 percent from the value at $f=0.0084$. Replacing $\ln(h/b)$ by $\ln(2h/b)$, as the image of the line in the free surface suggests, gives $2280$ \AA, which is 13 percent higher. With the strip width fixed, ``about 200 nm'' is therefore as much as should be quoted. Halving or doubling that assumed width would give about 460 or 90 nm.

\subsection{Large misfit}

The estimate supplies a thickness for every $f$, but the model does not. Since $A\propto f^{-2}$, the condition $A=eb$ is reached at
\begin{equation}
f_{\max}=f\sqrt{\frac{A}{eb}}=0.0084\sqrt{\frac{80.97}{2.718}}=0.0458 .
\end{equation}
There the two roots merge at $h=A=eb\approx11$ \AA. Beyond this misfit equation (\ref{eq:pb}) has no solution. The approach fails before that point. The upper root is about $7b$ at $f=0.040$ and $3.7b$ at $f=0.045$, and a film a few Burgers vectors thick leaves no clear separation between core and outer field.

\section{Is this the onset of favourable relaxation?}

The balance (\ref{eq:balance}) compares two energies, but it does not ask how much energy a dislocation releases. To find out, introduce one array of parallel misfit dislocations at the interface, with $n$ lines per unit length. If $b_e$ is the edge component of the Burgers vector lying in the interface and normal to the line, the array lowers one mean strain to $\epsilon_1=f-b_en$ and leaves $\epsilon_2=f$. From equation (\ref{eq:w}),
\begin{equation}
\left.\frac{\partial W}{\partial\epsilon_1}\right|_{f,f}
=G\left(2f+\frac{4\nu f}{1-\nu}\right)=Bf .
\end{equation}
To first order in $n$, the energy per area changes by
\begin{equation}
\Delta E=n\left(E_{\rm line}-Bhf\,b_e\right).
\end{equation}
The first dislocations lower the energy once
\begin{equation}
Bhf\,b_e>E_{\rm line},
\qquad\text{that is,}\qquad
Bhf^2>\frac{E_{\rm line}}{b_e/f}.
\end{equation}
At equality this is the People-Bean balance with the strip width $w$ replaced by $b_e/f$.

Take a $60^\circ$ dislocation at an (001) interface, with its line along $[110]$ and its Burgers vector along $[101]$. The given length $b=4.00$ \AA\ is kept, although the vector $\frac{a}{2}[101]$ of a face-centred cubic lattice would be $3.92$ \AA\ long. The in-plane direction normal to the line is $[1\bar10]$, so
\begin{equation}
b_e=b\,\frac{(1,0,1)\cdot(1,-1,0)}{\sqrt2\,\sqrt2}=\frac b2=2.00\ \text{\AA},
\qquad \frac{b_e}{f}=238\ \text{\AA}.
\end{equation}
The screw energy (\ref{eq:line}) is kept for this line, so that the two criteria differ in the released energy alone. The edge part of a $60^\circ$ dislocation would raise the line energy by the factor $(1-\nu/4)/(1-\nu)=1.29$, and the threshold found below from 56 to about 84 \AA. The prefactor falls by $238.1/15.67=15.19$, from $323.88$ to $21.3$ \AA, and the upper root becomes
\begin{equation}
h_{\rm th}=21.3\ \text{\AA}\times\ln\frac{56.4}{4.00}\approx56\ \text{\AA}\approx5.6\ \text{nm}.
\end{equation}
The People-Bean thickness is about 36 times larger. A factor of 15.19 comes from the strip width. The remaining $6.22/2.65=2.35$ comes from the logarithm, which is smaller in the thinner film. At 56 \AA\ the logarithm is short, so this threshold depends more strongly on the cutoffs than the People-Bean value does. Doubling the outer radius raises it to 78 \AA, still far below the People-Bean thickness. Doubling the core radius to $2b$ removes it: $2eb=21.7$ \AA\ then exceeds the prefactor of $21.3$ \AA, so there is no root, and the released energy exceeds the line energy at every thickness above the core radius. The margin is narrow and holds for the screw energy with outer radius $h$: the factor $1.29$ of the $60^\circ$ line raises the prefactor to $27.5$ \AA, above $2eb$, and a threshold then remains.

The answer to the third question is therefore no. Within this elastic model, and with the screw energy and its cutoffs at $b$ and $h$ kept, a coherent film between about 6 and 200 nm thick can already lower its energy by forming misfit dislocations. If it stays coherent, it does not have the lowest energy, and its survival depends on how fast dislocations nucleate and glide. Equation (\ref{eq:pb}) contains no temperature, time or energy barrier, so it cannot predict that survival. The 200 nm is the solution of a balance with an assumed strip width, and neither an equilibrium limit nor a kinetic one has been derived from it.

\section*{Computed values}
\begin{verbatim}
misfit strain f = 0.0084 (pure number)
lattice parameter a = 5.54 angstrom
Burgers vector length b = 4.00 angstrom
Poisson ratio nu = 0.28 (pure number)
shear modulus G = 0.40 eV/angstrom^3
elastic ratio (1-nu)/(1+nu) = 0.5625 (pure number)
16 pi sqrt(2) = 71.086 (pure number)
b^2/a = 2.8881 angstrom
1/f^2 = 14172.3 (pure number)
prefactor A = 323.88 angstrom
A/b = 80.971 (pure number)
iterate 0 = 1000.00 angstrom
iterate 1 = 1788.31 angstrom
iterate 2 = 1976.58 angstrom
iterate 3 = 2009.00 angstrom
iterate 4 = 2014.26 angstrom
iterate 5 = 2015.11 angstrom
iterate 6 = 2015.25 angstrom
iterate 7 = 2015.27 angstrom
People-Bean thickness = 2015.3 angstrom
People-Bean thickness = 201.5 nm
ln(h/b) at this root = 6.2222 (pure number)
rejected lower root = 4.050 angstrom
map slope A/h, upper root = 0.1607 (pure number)
map slope A/h, lower root = 79.96 (pure number)
strip width 2 sqrt(2) a = 15.67 angstrom
film energy at root = 0.2022 eV/angstrom^2
line energy at root = 3.1689 eV/angstrom
line energy / width = 0.2022 eV/angstrom^2
d ln h / d ln f = -2.383 (pure number)
thickness for f = 0.0083: 2073.6 angstrom
thickness for f = 0.0085: 1959.2 angstrom
thickness with ln(2h/b) = 2279.7 angstrom
largest misfit with a root = 0.0458 (pure number)
edge component b_e = 2.00 angstrom
relief width b_e/f = 238.1 angstrom
relief width / strip width = 15.19 (pure number)
energy threshold thickness = 56.4 angstrom
energy threshold thickness = 5.64 nm
People-Bean / threshold = 35.7 (pure number)
\end{verbatim}
